Zero-Point Stretching Amplitude of an Si-H Bond, with Its Anharmonic Correction

**1. Result**

An Si-H bond whose stretching vibration lies at 2100 cm⁻¹ does not have a sharp length, even in its lowest state. The root-mean-square deviation of the length from its mean is, to leading order,

σ = √(ħ / (2μω)) ≈ 0.091 Å = 0.0091 nm,

where μ = m_H m_Si/(m_H + m_Si) is the reduced mass and ω the angular frequency. This is the harmonic limit, in which the well depth D is very large compared with the quantum ħω. For a Morse well of finite depth, with the observed frequency ω held fixed, the first correction is

σ_M ≈ σ [1 − ħω/(16D)],

which lowers σ by about half a per cent for D = 3.5 eV.

Lengths are in angstrom, energies in eV and masses in atomic mass units u. The symbol x denotes the change of the H-Si distance, not the displacement of hydrogen alone. The atoms move along a fixed bond axis until bending is considered in section 7.

**2. Reduction to one oscillator**

Let M = m_H + m_Si, let V be the centre-of-mass velocity and v = dx/dt the relative velocity. Then

v_H = V + (m_Si/M) v,  v_Si = V − (m_H/M) v.

In the kinetic energy the cross terms are +m_H m_Si Vv/M and −m_Si m_H Vv/M, which cancel. The terms in v² give

½ (m_H m_Si² + m_Si m_H²) v²/M² = ½ (m_H m_Si/M) v² = ½ μv².

The spring energy ½kx² depends on x alone, so the stretch is a single oscillator of mass μ with ω² = k/μ:

H = −(ħ²/2μ) d²/dx² + ½ μω²x².

**3. The ground state**

Define, with a length σ still to be chosen,

A = x/(2σ) + σ d/dx,  A† = x/(2σ) − σ d/dx.

These are adjoint to each other, because integration by parts changes the sign of d/dx. Since (d/dx)x − x(d/dx) = 1, their product is

A†A = x²/(4σ²) + ½ x d/dx − ½ (d/dx) x − σ² d²/dx²
  = x²/(4σ²) − σ² d²/dx² − ½.

Multiply A†A + ½ by ħω and compare with H. The derivative terms agree if ħωσ² = ħ²/(2μ), so

σ² = ħ/(2μω).

The potential terms then agree as well: ħω/(4σ²) = ½μω². Hence

H = ħω (A†A + ½).

The mean of A†A in any state ψ is the squared norm of Aψ and cannot be negative. The lowest possible energy is therefore ½ħω, reached when Aψ = 0:

dψ/dx = −xψ/(2σ²),  ψ ∝ exp(−x²/(4σ²)).

Squaring doubles the exponent, and the normalized density is

|ψ|² = exp(−x²/(2σ²)) / (σ√(2π)).

This is a Gaussian of standard deviation σ, which proves the leading result. The mean potential energy is

½kσ² = ½μω² · ħ/(2μω) = ¼ħω,

half of the zero-point energy.

A classical oscillator with energy ½ħω would turn where ½kx² = ½ħω, at x = ±√2 σ. The quantum density extends further. With t = x/(√2 σ), the probability of lying beyond the two turning points is

P = (2/√π) ∫₁^∞ exp(−t²) dt = erfc(1) = 0.157.

The rms amplitude, the turning point and the full width of the motion are thus different lengths, and an amplitude should be quoted with its definition.

**4. The numbers**

The reduced mass is

μ = 1.008 × 28.085 / 29.093 = 0.9731 u.

It is close to the hydrogen mass because silicon is much heavier; for the same reason hydrogen does most of the moving. A wavenumber ν counts waves per centimetre, so the angular frequency needs a factor 2π:

ω = 2πcν = 3.956 × 10¹⁴ rad/s.

The quantum is ħω = hcν = 2100 × 1.23984 × 10⁻⁴ eV = 0.2604 eV, and the zero-point energy is half of this, 0.1302 eV.

Multiplying numerator and denominator of σ² by ħ gives σ² = ħ²/(2μħω). Since ħ²/(u Å²) = 4.18016 × 10⁻³ eV, a mass in u and a wavenumber in cm⁻¹ give

σ² = C/(μν),
C = 4.18016 × 10⁻³ / (2 × 1.23984 × 10⁻⁴) = 16.858 Å² u cm⁻¹.

For this bond

σ² = 16.858 / (0.9731 × 2100) = 0.00825 Å²,  σ = 0.0908 Å.

The turning point is at 0.128 Å. With a rough bond length of 1.48 Å, σ is about 6 % of the length. The spring constant is k = μω² = 15.78 eV/Å².

Because σ varies as ν^(−1/2), a small relative error in the wavenumber is halved in σ. At fixed μ, stretches at 2000 and 2250 cm⁻¹ give 0.0931 and 0.0877 Å.

**5. The first anharmonic correction**

A real bond is softer when stretched than when compressed, and it can break. The Morse potential has both features:

V(x) = D(1 − e^(−ax))².

Near x = 0 it is Da²x², so its spring constant is 2Da² = μω_e². Here ω_e is the frequency of infinitesimal oscillations, not the observed one. Define

λ = 2D/(ħω_e).

From ω_e² = 2Da²/μ it follows that λ² = 2μD/(ħ²a²).

*The two lowest states.* Use the variable z = 2λe^(−ax), for which d/dx = −aθ with θ = z d/dz. The potential becomes

V = D(1 − z/(2λ))² = (ħ²a²/2μ)(λ² − λz + z²/4).

Write the energy as E = (ħ²a²/2μ)(λ² − p²). The Schrödinger equation is then

θ²ψ = (z²/4 − λz + p²)ψ.

Insert ψ = z^p e^(−z/2) f. Each θ acting on ψ becomes θ + p − z/2 acting on f, so

θ²f + 2(p − z/2)θf + [(p − z/2)² − z/2] f = (z²/4 − λz + p²) f.

The terms z²/4 and p² cancel, leaving

θ²f + (2p − z)θf + (λ − p − ½) z f = 0.

The choice f = 1 works if p = λ − ½. This state has no node and is the ground state. The choice f = z − c has θf = θ²f = z, and gives

z(1 + 2p) − z² + (λ − p − ½)(z² − cz) = 0.

The z² terms require p = λ − 3/2, and the z terms then require c = 1 + 2p. This state has one node and is the first excited state; it is bound if p > 0.

*The observed frequency.* It belongs to the step between these two levels:

ħω = (ħ²a²/2μ)[(λ − ½)² − (λ − 3/2)²] = (ħ²a²/2μ)(2λ − 2).

Since ħ²a²/2μ = D/λ² = ħω_e/(2λ), this is

ω = ω_e(1 − 1/λ).

Putting in λ gives ħω = ħω_e − (ħω_e)²/(2D). The root that tends to ħω for a deep well is

ħω_e = D[1 − √(1 − 2ħω/D)].

*The spread.* In the ground state |ψ|² ∝ z^(2λ−1) e^(−z), and dx is proportional to dz/z. Hence z has the probability density

z^(s−1) e^(−z)/Γ(s),  s = 2λ − 1.

Its moments are ⟨z^t⟩ = Γ(s + t)/Γ(s). The logarithm of ⟨e^(t ln z)⟩ generates the mean and variance of ln z through its first and second derivatives at t = 0. These are the digamma function Ψ(s) = d ln Γ/ds and the trigamma function Ψ′(s). Since x = (ln 2λ − ln z)/a,

⟨x⟩ = [ln 2λ − Ψ(s)]/a,  σ_M² = Ψ′(s)/a².

*Large λ.* From Γ(s + 1) = sΓ(s), two derivatives of the logarithm give Ψ′(s) = Ψ′(s + 1) + 1/s². Repeating this step, with Ψ′ tending to zero at large argument, gives

Ψ′(s) = 1/s² + 1/(s + 1)² + 1/(s + 2)² + …

The trapezoidal rule replaces the sum by the integral from s to infinity plus half the first term:

Ψ′(s) = 1/s + 1/(2s²) + O(1/s³).

Let N = 2λ = 4D/(ħω_e), so that s = N − 1. To second order in 1/N,

1/s ≈ 1/N + 1/N²,  1/(2s²) ≈ 1/(2N²),
Ψ′(N − 1) ≈ (1/N)(1 + 3/(2N)).

The prefactor follows from a² = μω_e²/(2D):

1/a² = 2D/(μω_e²) = [ħ/(2μω_e)] · [4D/(ħω_e)] = N ħ/(2μω_e).

Therefore

σ_M² ≈ [ħ/(2μω_e)](1 + 3/(2N)).

The observed frequency enters through 1/ω_e = (1 − 2/N)/ω:

σ_M² ≈ σ²(1 − 2/N)(1 + 3/(2N)) ≈ σ²(1 − 1/(2N)).

Taking the square root halves the correction:

σ_M ≈ σ(1 − 1/(4N)) = σ[1 − ħω_e/(16D)].

Replacing ω_e by ω changes only the next order, and this gives the formula of section 1.

Two effects partly cancel. At fixed ω_e, anharmonicity widens the distribution, by a fraction 3/(4N) in σ. But holding the observed frequency fixed requires a larger ω_e, hence a stiffer well bottom, which narrows σ by 1/N.

*The mean length.* Integrating the expansion of Ψ′ gives Ψ(s) ≈ ln s − 1/(2s). There is no added constant, because at large s the variable z is sharply peaked around its mean s. Then

⟨x⟩ ≈ [ln(N/(N − 1)) + 1/(2N)]/a ≈ 3/(2Na).

*Numbers.* With the rough depth D = 3.5 eV, the root above gives ω_e at 2185 cm⁻¹, λ = 25.84, N = 51.7 and a = 1.562 Å⁻¹. The first-order change of σ is −1/(4 × 51.7) = −0.48 %. The full trigamma expression gives −0.50 %, or σ_M = 0.0904 Å. The mean length shifts by 3/(2 × 51.7 × 1.562) = 0.0186 Å to first order, against 0.0188 Å from the full expression. The shift is about a fifth of σ, so anharmonicity changes the mean length far more than the spread about it.

These figures belong to the Morse shape, which ties the anharmonicity to the depth; a real bond follows it only roughly. An MP2 potential for one Si-H bond of silane, with the other atoms fixed and a fundamental near 2240 cm⁻¹, gives about −0.4 % and 0.016 Å. The expansion needs N ≫ 1. It fails for a well holding few levels, and the ground-state result does not describe a bond excited close to breaking.

**6. Temperature: the opposite limit**

From section 3, x = σ(A + A†) and AA† − A†A = 1. The harmonic levels are those with A†A = n. The products AA and A†A† change n by two and have no mean value in such a level, so

⟨x²⟩_n = σ²⟨AA† + A†A⟩ = (2n + 1)σ².

The thermal average of n is 1/(e^q − 1), with q = ħω/(k_B T). Hence

⟨x²⟩ = σ²[1 + 2/(e^q − 1)] = σ² coth(q/2).

For q ≫ 1 the rms amplitude is σ(1 + e^(−q)) to first order. At 400 K, k_B T = 0.0345 eV and q ≈ 7.6, so heating raises the amplitude by only 0.05 %.

For q ≪ 1, coth(q/2) ≈ 2/q. Since σ² = ħω/(2k), the variance becomes k_B T/k, the classical result. Used at 400 K, outside its range, it would give 0.047 Å, about half the correct amplitude. The stretch of this bond is governed by zero-point motion at that temperature.

**7. Lattice and bending**

*Silicon is not free.* If it were immovable, μ would become m_H and, at the same observed frequency, σ would fall by the factor

√(μ/m_H) = (1 + m_H/m_Si)^(−1/2) ≈ 1 − m_H/(2m_Si),

where the exact factor gives a reduction of 1.75 %, to 0.0892 Å. To see which limit is nearer, tie the silicon atom to a chain of silicon atoms joined by springs K. In the fastest chain motion neighbours move oppositely. Each of an atom's two springs then changes length by twice its displacement u, the restoring force is 4Ku, and ω_top² = 4K/m_Si. With a rough phonon top of 520 cm⁻¹, the ratio of chain stiffness to silicon inertia at the stretch frequency is

K/(m_Si ω²) = ¼(520/2100)² ≈ 0.015.

At this frequency silicon therefore responds almost as a free mass. Summing the zero-point variance over all modes of a chain with 60 silicon atoms, with the Si-H spring retuned to keep the top mode at 2100 cm⁻¹, changes σ by 0.004 %. Going from 30 to 60 atoms shifts the result by less than 10⁻¹¹ Å. Within this one-dimensional model the diatomic reduced mass is the better choice.

*Hydrogen also moves sideways.* For a rough bend wavenumber of 640 cm⁻¹ and the hydrogen mass, the same formulas give 0.162 Å in each transverse direction at zero temperature and 0.179 Å at 400 K. This exceeds the stretching amplitude, so σ must not be read as the total rms displacement of hydrogen.

The bend acts weakly on the bond length. Take the angular stiffness as fixed. This is a simplification: in silane, MP2 calculations show it falling as the bond stretches, which makes the push a fifth to a quarter larger than found here (22 % with the def2-TZVP basis, 25 % with cc-pVDZ). With fixed stiffness and moment of inertia m_H r², the bend frequency varies as 1/r. Two directions carry a zero-point energy ħω_b = 0.0793 eV in all, so at length r this energy is ħω_b r₀/r, with r₀ = 1.48 Å. It pushes outward with force ħω_b/r₀, and the bond lengthens by

ħω_b/(r₀k) = 0.0793/(1.48 × 15.78) = 0.0034 Å.

The second derivative, 2ħω_b/r₀², adds about 0.5 % to k. Since σ varies as k^(−1/4) at fixed mass, σ falls by 0.12 % in this estimate. This lets the bend adjust fully to each bond length, although the bend is the slower motion; solving stretch and bend together gives a fall of 0.14 %. More importantly, it takes the bond spring as harmonic. In the Morse well the curvature near the bottom is k(1 − 3ax), so the outward push softens the spring by 3 × 1.562 × 0.0034 ≈ 1.6 %. This outweighs the stiffening, and σ then rises by about 0.25 %. The sign thus depends on the anharmonicity; the safe conclusion is only that the bend changes σ by a few tenths of a per cent. In this comparison the bare spring is held fixed, not the observed frequency.

**8. The bond at a silicon-oxide interface**

Hydrogen passivates dangling silicon bonds at the Si/SiO₂ interface, and the loss of this hydrogen is one route to device degradation. The inputs used here are rough typical values. Stretching wavenumbers depend on the surroundings: roughly 2000 to 2100 cm⁻¹ when silicon is bonded to other silicon atoms, and near 2250 cm⁻¹ when it is bonded to three oxygen atoms. Over that range σ moves from 2.5 % above to 3.4 % below its value at 2100 cm⁻¹, more than any correction to σ found above. An operating device can also take the bond out of its ground state, because energetic carriers can excite the vibration. In the harmonic model one quantum multiplies the rms amplitude by √3, to about 0.16 Å. The chain and the Morse well size the corrections; they do not replace a calculation of a real interface, where silicon has three back bonds in three dimensions. For an unexcited bond near 2100 cm⁻¹, 0.09 Å is a sound estimate at the precision of one figure. The values used here are collected in the numerical output below.

Numbers as computed

```
Hydrogen mass: 1.008 u
Silicon mass: 28.085 u
Reduced mass: 0.9731 u
Stretch wavenumber: 2100 cm^-1
Angular frequency: 3.9557e+14 rad/s
Energy of 1 cm^-1: 1.23984e-04 eV
Vibrational quantum: 0.2604 eV
Zero-point energy: 0.1302 eV
hbar^2/(u angstrom^2): 4.18016e-03 eV
Spring constant: 15.78 eV/angstrom^2
Coefficient C: 16.858 angstrom^2 u cm^-1
Variance sigma^2: 0.00825 angstrom^2
RMS amplitude sigma: 0.0908 angstrom
RMS amplitude sigma: 0.00908 nm
Sigma at 2000 cm^-1: 0.0931 angstrom
Sigma at 2250 cm^-1: 0.0877 angstrom
Classical turning point: 0.1284 angstrom
Probability beyond turning points: 0.1573
Rough bond length: 1.48 angstrom
Sigma / bond length: 6.1 %
Use temperature: 400 K
Thermal energy kT: 0.0345 eV
Heat, change of sigma: 0.052 %
Classical thermal rms: 0.0467 angstrom
Rough Morse well depth: 3.5 eV
Morse harmonic wavenumber: 2185 cm^-1
Morse range parameter a: 1.562 1/angstrom
Morse lambda: 25.84
Morse rms amplitude: 0.0904 angstrom
Morse, change of sigma: -0.50 %
Morse shift of mean length: 0.0188 angstrom
Rough lattice phonon top: 520 cm^-1
Si-Si chain spring: 6.98 eV/angstrom^2
Retuned Si-H spring: 15.77 eV/angstrom^2
Chain rms, 60 Si atoms: 0.0908 angstrom
Chain, change of sigma: 0.004 %
Chain rms shift, 30 to 60 Si: 1.6e-12 angstrom
Sigma with fixed Si: 0.0892 angstrom
Fixed Si, change of sigma: -1.75 %
Rough bend wavenumber: 640 cm^-1
Bend rms per direction, 0 K: 0.162 angstrom
Bend rms per direction, 400 K: 0.179 angstrom
Bend push on mean length, 0 K: 0.0034 angstrom
Bend push, change of sigma: -0.12 %
```
